# Manning condensation on a fully ionised resist polymer: a numerical check

```python
"""
Result under test: for a line with one univalent charge every b in a medium of
Bjerrum length l_B, with xi = l_B/b > 1, counterion condensation leaves the
fraction 1/xi of the bare line charge in the limit of infinite dilution.
Symbols: a = closest ion distance from the axis, R = cell radius,
x = ln(r/a), span = ln(R/a), psi = reduced potential,
q = net charge per length inside r, in units of e/l_B (sign of chain removed),
gamma = constant of the closed Poisson-Boltzmann profile.
Lengths are in nm unless a name says otherwise.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, k1

bjerrum = 0.70
spacing = 0.25
contact = 0.60
cell_radius = 10.0
repeats = 100
temperature = 298.15
developer_molar = 0.26
ion_radius = 0.30
ionised_share = 0.70
xi = bjerrum / spacing
per_nm3_to_molar = 1e24 / const.N_A


def shoot_cell(charge, span):
    """Solve Poisson + Boltzmann in a neutral cell; return ln K and profile.
    K sets the ion density at contact: dq/dx = -K/2 there."""
    def rhs(x, y, log_k):
        ions = 0.5 * math.exp(min(log_k + 2 * x - y[0], 60.0))
        return [2 * y[1], -ions]

    def neutral(x, y, log_k):
        return y[1]
    neutral.terminal = True
    neutral.direction = -1

    def run(log_k, dense=False):
        return solve_ivp(rhs, (0, 3 * span), [0.0, charge], method="DOP853",
                         events=neutral, args=(log_k,), rtol=1e-10,
                         atol=1e-12, dense_output=dense)

    def miss(log_k):
        hits = run(log_k).t_events[0]
        return (hits[0] if len(hits) else 3 * span) - span

    log_k = brentq(miss, -120.0, 6.0, xtol=1e-13)
    return log_k, run(log_k, True).sol


def closed_constants(charge, span):
    """gamma and ln(R_M/a) of the closed profile, for charge > 1."""
    def gap(g):
        return math.atan((charge - 1) / g) + math.atan(1 / g) - g * span
    gamma = brentq(gap, 1e-9, math.pi / span, xtol=1e-15)
    return gamma, math.atan((charge - 1) / gamma) / gamma


# Finite cell: numerical solution against the closed profile
span = math.log(cell_radius / contact)
gamma, x_m = closed_constants(xi, span)
log_k, profile = shoot_cell(xi, span)
x_grid = np.linspace(0, 0.999 * span, 60)
q_closed = 1 - gamma * np.tan(gamma * (x_grid - x_m))
profile_error = np.max(np.abs(profile(x_grid)[1] - q_closed))
assert profile_error < 1e-6
contact_density = math.exp(log_k) / (4 * math.pi * bjerrum * contact**2)
closed_density = ((xi - 1)**2 + gamma**2) / (2 * math.pi * bjerrum * contact**2)
assert abs(contact_density / closed_density - 1) < 1e-6
r_m = contact * math.exp(x_m)
fraction_at_rm = profile(x_m)[1] / xi
assert abs(fraction_at_rm - spacing / bjerrum) < 1e-6
volume_share = (r_m**2 - contact**2) / (cell_radius**2 - contact**2)

# Dilution: the enclosed charge at fixed shares of the logarithmic range
dilution = []
for power in (2, 4, 8, 16):
    wide = power * math.log(10)
    _, wide_profile = shoot_cell(xi, wide)
    dilution.append((power, [wide_profile(s * wide)[1] / xi
                             for s in (0.25, 0.5, 0.75)]))
spreads = [row[1][0] - row[1][2] for row in dilution]
assert all(late < early for early, late in zip(spreads, spreads[1:]))
assert abs(dilution[-1][1][1] - 1 / xi) < 2e-3
# corrections to the leading law are of relative order 1/span
for place, sign in ((0, 1), (2, -1)):
    deviation = xi * dilution[-1][1][place] - 1
    assert abs(deviation / (sign * math.pi / wide) - 1) < 0.2

# Control below threshold, and a partly ionised chain above it
mid_span = 8 * math.log(10)
_, weak_profile = shoot_cell(0.5, mid_span)
weak_fraction = weak_profile(mid_span / 2)[1] / 0.5
assert abs(weak_fraction - 1) < 1e-3
xi_part = ionised_share * xi
_, part_profile = shoot_cell(xi_part, mid_span)
part_q = part_profile(mid_span / 2)[1]
assert abs(part_q - 1) < 0.02


def salt_rod(charge, kappa_a):
    """Rod in 1:1 salt; far-field charge is that of the linear-theory rod
    of the same radius with the same distant potential."""
    x_end = math.log(1 + 6 / kappa_a)
    kr_end = kappa_a * math.exp(x_end)
    decay = kr_end * k1(kr_end) / k0(kr_end)

    def rhs(x, y):
        return np.vstack((-2 * y[1],
                          -0.5 * (kappa_a * np.exp(x))**2 * np.sinh(y[0])))

    def ends(left, right):
        return np.array([left[1] - charge, 2 * right[1] - decay * right[0]])

    x = np.linspace(0, x_end, 200)
    kr = kappa_a * np.exp(x)
    start = min(charge, 1.5) / (kappa_a * k1(kappa_a))
    guess = np.vstack((2 * start * k0(kr), start * kr * k1(kr)))
    answer = solve_bvp(rhs, ends, x, guess, tol=1e-9, max_nodes=50000)
    assert answer.success
    far = answer.sol(x_end)[0] / k0(kr_end) * kappa_a * k1(kappa_a) / 2
    return far, answer.sol, x_end


salt_density = developer_molar / per_nm3_to_molar
kappa = math.sqrt(8 * math.pi * bjerrum * salt_density)
debye = 1 / kappa
linear_far, _, _ = salt_rod(0.05, kappa * contact)
assert abs(linear_far / 0.05 - 1) < 5e-3
far_charge, salt_profile, x_end = salt_rod(xi, kappa * contact)
x_salt = brentq(lambda x: salt_profile(x)[1] - 1, 0, x_end)
salt_distance = contact * (math.exp(x_salt) - 1)
x_debye = math.log(1 + debye / contact)
salt_fraction_debye = salt_profile(x_debye)[1] / xi


def ripple(distance):
    """Reduced potential beside a charge minus that between two charges."""
    m = np.arange(1, 200001)
    terms = 1 / np.sqrt(distance**2 + (m * spacing / 2)**2)
    signs = np.where(m % 2 == 0, 1.0, -1.0)
    signs[-1] *= 0.5
    return bjerrum * (1 / distance + 2 * np.sum(signs * terms))


for distance in (0.35, contact):
    series = 8 * xi * sum(k0(2 * math.pi * k * distance / spacing)
                          for k in (1, 3, 5))
    assert abs(ripple(distance) / series - 1) < 5e-3

half_length = repeats * spacing / 2


def finite_field_ratio(r):
    """Mid-chain field of the bare finite line over that of an infinite one."""
    area = quad(lambda z: r / (r * r + z * z)**1.5, 0, half_length)[0]
    return area * r


permittivity = const.e**2 / (4 * math.pi * const.epsilon_0 * const.k
                             * temperature * bjerrum * 1e-9)
packing = contact_density * 4 * math.pi * ion_radius**3 / 3
coupling = bjerrum**2 / (contact * spacing)
monomer_mm = 1e3 * per_nm3_to_molar / (math.pi * cell_radius**2 * spacing)

print(f"Bjerrum length: {bjerrum:.2f} nm")
print(f"charge spacing: {spacing:.2f} nm")
print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity implied: {permittivity:.1f}")
print(f"charge parameter xi: {xi:.3f}")
print(f"fraction of bare charge left, limit: {1 / xi:.4f}")
print(f"fraction neutralised, limit: {1 - 1 / xi:.4f}")
print(f"bare line charge: {1 / spacing:.3f} e/nm")
print(f"net line charge: {1 / bjerrum:.3f} e/nm")
print(f"bare line charge in SI: {const.e / (spacing * 1e-9):.3e} C/m")
print(f"net line charge in SI: {const.e / (bjerrum * 1e-9):.3e} C/m")
print(f"closest ion distance a: {contact:.2f} nm")
print(f"cell radius R: {cell_radius:.1f} nm")
print(f"repeat-unit concentration: {monomer_mm:.1f} mmol/L")
print(f"ln(R/a): {span:.4f}")
print(f"gamma: {gamma:.4f}")
print(f"ln(R_M/a): {x_m:.4f}")
print(f"R_M: {r_m:.2f} nm")
print(f"numerical fraction left at R_M: {fraction_at_rm:.4f}")
print(f"share of ion-accessible volume inside R_M: {volume_share:.4f}")
print(f"largest profile error in q: {profile_error:.1e}")
print(f"counterion density at contact: {contact_density:.3f} nm^-3")
print("fraction left at s = 1/4, 1/2, 3/4 of ln(R/a):")
for power, values in dilution:
    print(f"  R/a = 1e{power}: " + ", ".join(f"{v:.4f}" for v in values))
print(f"control xi = 0.5, R/a = 1e8, s = 1/2: {weak_fraction:.4f}")
print(f"ionised share alpha: {ionised_share:.2f}")
print(f"charge parameter at this alpha: {xi_part:.3f}")
print(f"limit fraction left at this alpha: {1 / xi_part:.4f}")
print(f"numerical q at this alpha, R/a = 1e8, s = 1/2: {part_q:.4f}")
print(f"ionised share at threshold: {1 / xi:.4f}")
print(f"developer salt: {developer_molar:.2f} mol/L")
print(f"Debye length in developer: {debye:.3f} nm")
print(f"developer: distance from contact where q = 1: {salt_distance:.3f} nm")
print(f"developer: fraction left one Debye length out: {salt_fraction_debye:.3f}")
print(f"developer: far-field effective fraction: {far_charge / xi:.3f}")
print(f"counterion radius, rough: {ion_radius:.2f} nm")
print(f"ion packing fraction at contact: {packing:.3f}")
print(f"potential ripple at 0.35 nm: {ripple(0.35):.2e} kT/e")
print(f"potential ripple at a: {ripple(contact):.2e} kT/e")
print(f"chain of {repeats} units, length: {2 * half_length:.1f} nm")
print(f"finite/infinite field at R_M: {finite_field_ratio(r_m):.3f}")
print(f"finite/infinite field at R: {finite_field_ratio(cell_radius):.3f}")
print(f"coupling parameter l_B^2/(a b): {coupling:.2f}")
print("all assertions hold")
```

It prints:

```
Bjerrum length: 0.70 nm
charge spacing: 0.25 nm
temperature: 298.15 K
relative permittivity implied: 80.1
charge parameter xi: 2.800
fraction of bare charge left, limit: 0.3571
fraction neutralised, limit: 0.6429
bare line charge: 4.000 e/nm
net line charge: 1.429 e/nm
bare line charge in SI: 6.409e-10 C/m
net line charge in SI: 2.289e-10 C/m
closest ion distance a: 0.60 nm
cell radius R: 10.0 nm
repeat-unit concentration: 21.1 mmol/L
ln(R/a): 2.8134
gamma: 0.7483
ln(R_M/a): 1.5727
R_M: 2.89 nm
numerical fraction left at R_M: 0.3571
share of ion-accessible volume inside R_M: 0.0803
largest profile error in q: 6.4e-11
counterion density at contact: 2.400 nm^-3
fraction left at s = 1/4, 1/2, 3/4 of ln(R/a):
  R/a = 1e2: 0.5112, 0.3755, 0.2568
  R/a = 1e4: 0.4518, 0.3636, 0.2838
  R/a = 1e8: 0.4104, 0.3591, 0.3108
  R/a = 1e16: 0.3856, 0.3577, 0.3307
control xi = 0.5, R/a = 1e8, s = 1/2: 0.9999
ionised share alpha: 0.70
charge parameter at this alpha: 1.960
limit fraction left at this alpha: 0.5102
numerical q at this alpha, R/a = 1e8, s = 1/2: 0.9995
ionised share at threshold: 0.3571
developer salt: 0.26 mol/L
Debye length in developer: 0.603 nm
developer: distance from contact where q = 1: 0.549 nm
developer: fraction left one Debye length out: 0.330
developer: far-field effective fraction: 0.692
counterion radius, rough: 0.30 nm
ion packing fraction at contact: 0.271
potential ripple at 0.35 nm: 1.41e-03 kT/e
potential ripple at a: 2.03e-06 kT/e
chain of 100 units, length: 25.0 nm
finite/infinite field at R_M: 0.974
finite/infinite field at R: 0.781
coupling parameter l_B^2/(a b): 3.27
all assertions hold
```
